**Limiting groups, poled-ceramic coefficients and silicon in a field**

The program tests the count of seven Curie groups, the piezoelectric tensor of a poled ceramic, and the symmetry of silicon in electric and magnetic fields. Here $d_{ijk}$ relates polarization to stress, $d_{15}=2d_{113}$, and $c$ is the cosine of the angle between a grain axis and the poling axis. It asserts that five sets of axial operation labels are closed, and that the seven groups differ in the numbers of tensor constants they allow. Grain tensors are rotated and averaged by quadrature, and the result is asserted to agree with the derived formulas; the output is $d_{31}=-87.5$, $d_{33}=250$ and $d_{15}=350$ pC/N. Grains of one hand leave $d_{14}=40$ pC/N, and an equal mixture of hands leaves zero. The 48 point operations of silicon are found from the diamond atomic positions. For fields along [001], [110] and [111], the program asserts the groups 4mm, mm2, 3m (electric) and 4/m, 2/m, $\bar3$ (magnetic, spatial part). With a model electrostriction tensor, it also asserts that the field-induced piezoelectric tensor has the electric intersection as its symmetry within $m\bar3m$, while the strain keeps twice as many operations.

## Program and output

```python
# Results under test:
# (a) there are seven Curie limiting groups (five with one axis, two spherical);
# (b) a poled ceramic (group infinity-m) has only d31=d32, d33, d15=d24, and
#     their values follow from an average over grains at equal stress and field;
# (c) silicon (m-3m) in an electric field along [001], [110], [111] keeps
#     4mm, mm2, 3m; in a magnetic field it keeps 4/m, 2/m, -3 (spatial part).
# Symbols: d[i,j,k] piezoelectric tensor, P_i = d_ijk T_jk, S_jk = d_ijk E_i;
# matrix form has d15 = 2 d[0,0,2]; c = cosine of grain axis to poling axis 3.
import itertools
from collections import Counter
import numpy as np

I3 = np.eye(3)


def rot_z(t):
    return np.array([[np.cos(t), -np.sin(t), 0],
                     [np.sin(t), np.cos(t), 0], [0, 0, 1.0]])


def rot_y(t):
    return np.array([[np.cos(t), 0, np.sin(t)], [0, 1.0, 0],
                     [-np.sin(t), 0, np.cos(t)]])


def det(R):
    return round(float(np.linalg.det(R)))


def invariants(ops, rank, axial=False):
    """Basis of tensors unchanged by ops, symmetric in the last two indices
    when the rank is two or more."""
    n = 3**rank
    rows = []
    for R in ops:
        K = np.eye(1)
        for _ in range(rank):
            K = np.kron(K, R)
        rows.append((det(R) if axial else 1) * K - np.eye(n))
    if rank >= 2:
        swap = np.eye(n).reshape((3,) * rank + (n,))
        swap = swap.swapaxes(rank - 2, rank - 1).reshape(n, n)
        rows.append(swap - np.eye(n))
    _, s, vt = np.linalg.svd(np.vstack(rows))
    return vt[int(np.sum(s > 1e-9)):]


def turn(R, d):
    return np.einsum('ia,jb,kc,abc->ijk', R, R, R, d, optimize=True)


PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]


def to_tensor(matrix):
    d = np.zeros((3, 3, 3))
    for q, (j, k) in enumerate(PAIRS):
        d[:, j, k] = d[:, k, j] = matrix[:, q] / (1 if j == k else 2)
    return d


def to_matrix(d):
    return np.array([[d[i, j, k] * (1 if j == k else 2) for j, k in PAIRS]
                     for i in range(3)])


# ---- the seven limiting groups ----
labels = list(itertools.product([1, -1], repeat=2))
axial_count = 0
for size in range(1, 5):
    for sub in itertools.combinations(labels, size):
        closed = all((a[0]*b[0], a[1]*b[1]) in sub for a in sub for b in sub)
        axial_count += closed and (1, 1) in sub
assert axial_count == 5
Jz = np.array([[0, -1.0, 0], [1, 0, 0], [0, 0, 0]])
Jtilt = rot_y(0.4) @ Jz @ rot_y(0.4).T
third = Jz @ Jtilt - Jtilt @ Jz
assert np.linalg.matrix_rank([Jz.ravel(), Jtilt.ravel(), third.ravel()]) == 3

# One radian is an irrational part of a turn: its powers fill the whole circle.
spin = rot_z(1.0)
mx, my, mz = (np.diag(v) for v in
              ([-1.0, 1, 1], [1.0, -1, 1], [1.0, 1, -1]))
two_x = np.diag([1.0, -1, -1])
curie = {'inf': [spin], 'inf m': [spin, mx], 'inf/m': [spin, mz],
         'inf 2': [spin, two_x], 'inf/mm': [spin, mx, mz],
         'inf inf': [spin, rot_y(1.0)],
         'inf inf m': [spin, rot_y(1.0), -I3]}
print('Limiting groups with one axis:', axial_count, '; all:', len(curie))
print('Numbers of allowed constants (dimensionless counts):')
print('group: polar vector, axial vector, pseudoscalar, sym. rank 2, piezo')
table = {}
for name, ops in curie.items():
    table[name] = (len(invariants(ops, 1)), len(invariants(ops, 1, True)),
                   len(invariants(ops, 0, True)), len(invariants(ops, 2)),
                   len(invariants(ops, 3)))
    print(f'  {name:10s}', *table[name])
assert len(set(table.values())) == 7
assert [t[4] for t in table.values()] == [4, 3, 0, 1, 0, 0, 0]

# ---- form of the piezoelectric tensor of a poled ceramic ----
basis_inf = invariants(curie['inf m'], 3)
basis_4mm = invariants([rot_z(np.pi / 2), mx], 3)
assert np.allclose(basis_inf.T @ basis_inf, basis_4mm.T @ basis_4mm)


def axial_tensor(d31, d33, d15, n):
    K = d33 - d31 - d15
    return (d31 * np.einsum('i,jk->ijk', n, I3)
            + d15 / 2 * (np.einsum('ij,k->ijk', I3, n)
                         + np.einsum('ik,j->ijk', I3, n))
            + K * np.einsum('i,j,k->ijk', n, n, n))


for v in basis_inf:
    m = to_matrix(v.reshape(3, 3, 3))
    rebuilt = axial_tensor(m[2, 0], m[2, 2], m[0, 4], I3[2])
    assert np.allclose(rebuilt.ravel(), v)

# ---- values from an average over grains ----
g31, g33, g15, g14 = -100.0, 300.0, 500.0, 100.0
grain_matrix = np.zeros((3, 6))
grain_matrix[2, :3] = g31, g31, g33
grain_matrix[0, 4] = grain_matrix[1, 3] = g15
grain = to_tensor(grain_matrix)
handed_matrix = grain_matrix.copy()
handed_matrix[0, 3], handed_matrix[1, 4] = g14, -g14
handed = to_tensor(handed_matrix)

nodes, weights = np.polynomial.legendre.leggauss(8)
cosines, weights = (nodes + 1) / 2, weights / 2
density = 3 * cosines**2
angles = 2 * np.pi * np.arange(8) / 8


def ceramic_average(d):
    total = np.zeros((3, 3, 3))
    for c, w in zip(cosines, weights * density):
        for a in angles:
            for b in angles:
                R = rot_z(a) @ rot_y(np.arccos(c)) @ rot_z(b)
                total += w * turn(R, d) / 64
    return total


c1, c2, c3 = (float(np.sum(weights * density * cosines**p))
              for p in (1, 2, 3))
assert np.isclose(np.sum(weights * density), 1)
ceramic = ceramic_average(grain)
cm = to_matrix(ceramic)
d31, d33, d15 = cm[2, 0], cm[2, 2], cm[0, 4]
K = g33 - g31 - g15
assert np.isclose(d33, (g31 + g15) * c1 + K * c3)
assert np.isclose(d31, g31 * c1 + K * (c1 - c3) / 2)
assert np.isclose(d15, g15 * c1 + K * (c1 - c3))
assert np.allclose(ceramic, axial_tensor(d31, d33, d15, I3[2]))

one_hand = ceramic_average(handed)
other_hand = ceramic_average(turn(mx, handed))
mixture = (one_hand + other_hand) / 2
p2 = (3 * c2 - 1) / 2
d14_one = to_matrix(one_hand)[0, 3]
d14_mix = to_matrix(mixture)[0, 3]
assert np.isclose(d14_one, g14 * p2)
assert np.allclose(mixture, ceramic)

print(f'Grain d31, d33, d15: {g31:.0f}, {g33:.0f}, {g15:.0f} pC/N')
print(f'Grain K = d33-d31-d15: {K:.0f} pC/N')
print(f'Averages <c>, <c^2>, <c^3>: {c1:.4f}, {c2:.4f}, {c3:.4f}')
print(f'Ceramic d31: {d31:.2f} pC/N')
print(f'Ceramic d33: {d33:.2f} pC/N')
print(f'Ceramic d15: {d15:.2f} pC/N')
print(f'Handed grain d14: {g14:.0f} pC/N ; <(3c^2-1)/2>: {p2:.4f}')
print(f'Ceramic d14, one hand: {d14_one:.2f} pC/N')
print(f'Ceramic d14, equal hands: {abs(d14_mix):.2f} pC/N')

# ---- use of the ceramic coefficients ----
field, pressure = 1e6, 1e7
strain_along = np.einsum('ijk,i->jk', ceramic * 1e-12, field * I3[2])
strain_across = np.einsum('ijk,i->jk', ceramic * 1e-12, field * I3[0])
shear = 2 * strain_across[0, 2]
pol = np.einsum('ijk,jk->i', ceramic * 1e-12, -pressure * I3)
assert np.isclose(shear, d15 * 1e-12 * field)
assert np.allclose(np.diag(strain_across), 0)
assert np.isclose(pol[2], -(d33 + 2 * d31) * 1e-12 * pressure)
for theta in (0.3, np.pi / 4, 1.2):
    co, si = np.cos(theta), np.sin(theta)
    d_long = turn(rot_y(-theta), ceramic)[2, 2, 2]
    assert np.isclose(d_long, co * (d33 * co**2 + (d31 + d15) * si**2))
d_45 = turn(rot_y(-np.pi / 4), ceramic)[2, 2, 2]
print(f'Field: {field/1e6:.0f} kV/mm ; pressure: {pressure/1e6:.0f} MPa')
print(f'Strain S3, field along axis 3: {strain_along[2, 2]:.3e}')
print(f'Strain S1, field along axis 3: {strain_along[0, 0]:.3e}')
print(f'Shear S5, field along axis 1: {shear:.3e}')
print(f'Hydrostatic d33+2*d31: {d33 + 2*d31:.2f} pC/N')
print(f'P3 under the pressure: {pol[2]:.3e} C/m^2')
print(f'Longitudinal coefficient at 45 degrees: {d_45:.2f} pC/N')

# ---- silicon: point operations from the diamond atomic positions ----
# Coordinates in quarters of the cubic cell edge.
fcc = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
atoms = np.vstack([fcc, fcc + 1])


def as_set(x):
    return {tuple(int(v) for v in row) for row in np.mod(x, 4)}


group, plain, shifted = [], 0, 0
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        R = np.diag(signs) @ np.eye(3, dtype=int)[list(perm)]
        fits = [as_set(atoms @ R.T + t) == as_set(atoms) for t in (0, 1)]
        if any(fits):
            group.append(R)
            plain += fits[0]
            shifted += fits[1] and not fits[0]
assert len(group) == 48 and plain == 24 and shifted == 24
assert len(invariants(group, 3)) == 0
print(f'Silicon point operations: {len(group)}, without shift {plain},'
      f' with shift {shifted}')


def kind(R):
    sign = det(R)
    order = {3: '1', 2: '6', 1: '4', 0: '3', -1: '2'}[int(sign*np.trace(R))]
    if sign == 1:
        return order
    return 'm' if order == '2' else '-' + order


CLASSES = {'4mm': {'1': 1, '2': 1, '4': 2, 'm': 4},
           'mm2': {'1': 1, '2': 1, 'm': 2},
           '3m': {'1': 1, '3': 2, 'm': 3},
           '4/m': {'1': 1, '2': 1, '4': 2, '-1': 1, 'm': 1, '-4': 2},
           '2/m': {'1': 1, '2': 1, '-1': 1, 'm': 1},
           '-3': {'1': 1, '3': 2, '-1': 1, '-3': 2}}


def class_name(ops):
    found = dict(Counter(kind(R) for R in ops))
    return next(k for k, v in CLASSES.items() if v == found)


# Model cubic electrostriction tensor, strain_ij = M_ijkl E_k E_l.
cubic = np.zeros((3, 3, 3, 3))
for i in range(3):
    cubic[i, i, i, i] = 1
M = (-0.7 * np.einsum('ij,kl->ijkl', I3, I3)
     + 0.9 * (np.einsum('ik,jl->ijkl', I3, I3)
              + np.einsum('il,jk->ijkl', I3, I3)) + 1.3 * cubic)
for R in group:
    assert np.allclose(np.einsum('ia,jb,kc,ld,abcd->ijkl', R, R, R, R, M,
                                 optimize=True), M)

expected = {(0, 0, 1): ('4mm', '4/m', 16, 2, 3),
            (1, 1, 0): ('mm2', '2/m', 8, 3, 5),
            (1, 1, 1): ('3m', '-3', 12, 2, 4)}
for axis, (e_name, b_name, s_order, s_values, n_piezo) in expected.items():
    u = np.array(axis)
    unit = u / np.linalg.norm(u)
    keep_E = [R for R in group if np.array_equal(R @ u, u)]
    keep_B = [R for R in group if np.array_equal(det(R) * (R @ u), u)]
    with_time = sum(np.array_equal(t * det(R) * (R @ u), u)
                    for R in group for t in (1, -1))
    orbit = {tuple(int(v) for v in R @ u) for R in group}
    assert len(orbit) * len(keep_E) == 48
    induced = 2 * np.einsum('ijkl,l->kij', M, unit)
    keep_d = [R for R in group if np.allclose(turn(R, induced), induced)]
    assert {R.tobytes() for R in keep_d} == {R.tobytes() for R in keep_E}
    strain = np.einsum('ijkl,k,l->ij', M, unit, unit)
    keep_S = [R for R in group if np.allclose(R @ strain @ R.T, strain)]
    distinct = len(set(np.round(np.linalg.eigvalsh(strain), 8)))
    piezo = len(invariants(keep_E, 3))
    assert class_name(keep_E) == e_name and class_name(keep_B) == b_name
    assert (len(keep_S), distinct, piezo) == (s_order, s_values, n_piezo)
    assert with_time == 2 * len(keep_B)
    tag = '[' + ''.join(map(str, axis)) + ']'
    print(f'{tag} electric: {class_name(keep_E)}, order {len(keep_E)},'
          f' equivalent directions {len(orbit)}')
    print(f'   operations: {dict(Counter(kind(R) for R in keep_E))}')
    print(f'   allowed piezo constants: {piezo}')
    print(f'   strain: order {len(keep_S)}, distinct values {distinct}')
    print(f'   magnetic: {class_name(keep_B)}, order {len(keep_B)},'
          f' with time reversal {with_time}')

print('all tests passed')
```

Running it gives:

```
Limiting groups with one axis: 5 ; all: 7
Numbers of allowed constants (dimensionless counts):
group: polar vector, axial vector, pseudoscalar, sym. rank 2, piezo
  inf        1 1 1 2 4
  inf m      1 0 0 2 3
  inf/m      0 1 0 2 0
  inf 2      0 0 1 2 1
  inf/mm     0 0 0 2 0
  inf inf    0 0 1 1 0
  inf inf m  0 0 0 1 0
Grain d31, d33, d15: -100, 300, 500 pC/N
Grain K = d33-d31-d15: -100 pC/N
Averages <c>, <c^2>, <c^3>: 0.7500, 0.6000, 0.5000
Ceramic d31: -87.50 pC/N
Ceramic d33: 250.00 pC/N
Ceramic d15: 350.00 pC/N
Handed grain d14: 100 pC/N ; <(3c^2-1)/2>: 0.4000
Ceramic d14, one hand: 40.00 pC/N
Ceramic d14, equal hands: 0.00 pC/N
Field: 1 kV/mm ; pressure: 10 MPa
Strain S3, field along axis 3: 2.500e-04
Strain S1, field along axis 3: -8.750e-05
Shear S5, field along axis 1: 3.500e-04
Hydrostatic d33+2*d31: 75.00 pC/N
P3 under the pressure: -7.500e-04 C/m^2
Longitudinal coefficient at 45 degrees: 181.20 pC/N
Silicon point operations: 48, without shift 24, with shift 24
[001] electric: 4mm, order 8, equivalent directions 6
   operations: {'1': 1, 'm': 4, '2': 1, '4': 2}
   allowed piezo constants: 3
   strain: order 16, distinct values 2
   magnetic: 4/m, order 8, with time reversal 16
[110] electric: mm2, order 4, equivalent directions 12
   operations: {'1': 1, 'm': 2, '2': 1}
   allowed piezo constants: 5
   strain: order 8, distinct values 3
   magnetic: 2/m, order 4, with time reversal 8
[111] electric: 3m, order 6, equivalent directions 8
   operations: {'1': 1, 'm': 3, '3': 2}
   allowed piezo constants: 4
   strain: order 12, distinct values 2
   magnetic: -3, order 6, with time reversal 12
all tests passed
```
